\section*{Germanium's L-valley optical deformation potential from frozen sublattice displacements}

\section{One stretched bond}

Each atom in germanium has four nearest neighbours. Let the unit vectors from an atom of sublattice A to its B neighbours be
\begin{equation}
\begin{aligned}
\mathbf n_1&=\tfrac{1}{\sqrt3}(1,1,1), & \mathbf n_2&=\tfrac{1}{\sqrt3}(1,-1,-1),\\
\mathbf n_3&=\tfrac{1}{\sqrt3}(-1,1,-1), & \mathbf n_4&=\tfrac{1}{\sqrt3}(-1,-1,1).
\end{aligned}
\label{bonds}
\end{equation}
Move every B atom by $+\mathbf w$ and every A atom by $-\mathbf w$, keeping the cell fixed. To first order, bond $i$ lengthens by $\delta_i=2\,\mathbf n_i\cdot\mathbf w$. If $\mathbf w=w\mathbf n_1$, then $\delta_1=2w$. Since $\mathbf n_1\cdot\mathbf n_j=(1-1-1)/3=-1/3$ for $j\ne1$, the other three bonds change by $-2w/3$.

Each L valley lies along one bond direction. In a simple bond model its level responds with one coefficient, $\alpha$, to its own bond and with another, $\beta$, to each of the others:
\begin{equation}
\Delta E_i=\alpha\delta_i+\beta\sum_{j\ne i}\delta_j=(\alpha-\beta)\delta_i .
\end{equation}
The second equality uses $\sum_j\delta_j=0$, which follows from $\sum_j\mathbf n_j=0$. For $\mathbf w=w\mathbf n_1$ the valley shifts therefore stand in the ratio $1:-\frac13:-\frac13:-\frac13$ for any $\alpha\ne\beta$. Symmetry gives the same result without the bond model.

\section{The linear law and its conditions}

Let $E_i(\mathbf w)$ be the lowest conduction level at $\mathbf k_i=(\pi/a)\sqrt3\,\mathbf n_i$, where $a$ is the cubic lattice constant. Spin-orbit coupling is omitted and the level is nondegenerate, so it has a linear expansion $E_1(\mathbf w)=E_0+\mathbf g\cdot\mathbf w+O(w^2)$.

A threefold rotation $R$ about the bond $\mathbf n_1$ leaves the undisplaced crystal and $\mathbf k_1$ unchanged, and turns $\mathbf w$ into $R\mathbf w$. Hence $\mathbf g\cdot R\mathbf w=\mathbf g\cdot\mathbf w$ for every $\mathbf w$, so $R^{T}\mathbf g=\mathbf g$. The vectors left unchanged by $R$ lie along its axis, and therefore $\mathbf g=D\mathbf n_1$.

A twofold rotation $C$ about a cubic axis through an atom maps each sublattice onto itself. It carries valley 1 to valley $i$, with $C\mathbf n_1=\mathbf n_i$, so $E_i(C\mathbf w)=E_1(\mathbf w)$. Replacing $\mathbf w$ by $C^{T}\mathbf w$ gives
\begin{equation}
\Delta E_i(\mathbf w)=D\,\mathbf n_1\cdot C^{T}\mathbf w
=D\,(C\mathbf n_1)\cdot\mathbf w=D\,\mathbf n_i\cdot\mathbf w .
\label{law}
\end{equation}
For $\mathbf w\parallel[111]$ this is the one-third rule. For $\mathbf w\parallel[100]$ the four shifts are $(+,+,-,-)\,Dw/\sqrt3$, so the valleys split into two pairs.

The energy zero is set by making the cell mean of the local ionic plus Hartree potential vanish. Another reference that is invariant under the cubic operations would give the same $D$: its linear term $\mathbf s\cdot\mathbf w$ would need $\mathbf s$ to be unchanged by all three twofold rotations, which forces $\mathbf s=0$. One branch of the split valence edge is not such a reference. Second-order shifts do depend on the choice: an invariant reference level can move as $w^2$, which adds the same constant to the quadratic coefficient of every valley.

The one-third rule concerns linear coefficients. For a finite displacement along $[111]$,
\begin{equation}
\Delta E_i(w)=D_iw+q_iw^2+c_iw^3+O(w^4),\qquad D_1=D,\quad D_{2,3,4}=-D/3 .
\label{series}
\end{equation}
Dividing the shift of valley 2 by that of valley 1 and expanding to first order in $w$ gives
\begin{equation}
\frac{\Delta E_2}{\Delta E_1}
=\frac{-D/3+q_2w}{D+q_1w}+O(w^2)
=-\frac13+\frac{q_2+q_1/3}{D}\,w+O(w^2).
\label{onesided}
\end{equation}
A one-sided calculation can miss $-1/3$ while the linear law holds.

\section{Extraction}

Subtracting opposite displacements removes the even powers:
\begin{equation}
D_i(w)\equiv\frac{E_i(+w)-E_i(-w)}{2w}=D_i+c_iw^2+O(w^4).
\label{odd}
\end{equation}
At amplitude $2w$ the cubic term contributes $4c_iw^2$. Thus $4D_i(w)-D_i(2w)=3D_i+O(w^4)$, and
\begin{equation}
D_i=\frac{4D_i(w)-D_i(2w)}{3}+O(w^4).
\label{rich}
\end{equation}

A second route uses the normalized state $\psi_0$ of the undisplaced crystal. Differentiating $E=\langle\psi|H|\psi\rangle$ gives $\langle\psi|H'|\psi\rangle+E\,\partial_w\langle\psi|\psi\rangle$, and the last term vanishes by normalization. Hence
\begin{equation}
D=\langle\psi_0|\partial_wH_{\rm ion}|\psi_0\rangle
+\langle\psi_0|\partial_w(V_H+V_{xc})|\psi_0\rangle .
\label{hf}
\end{equation}
Plane waves do not move with the atoms, so there is no basis-set term. The second part is the electronic response, which a rigid superposition of bare ions would omit.

\section{The electronic scheme}

This section uses hartree atomic units. The electronic problem is solved in the local-density approximation (LDA) with Slater exchange and Perdew--Wang correlation. A Goedecker--Teter--Hutter (GTH) pseudopotential leaves four valence electrons per atom.

Place the origin at the middle of a $[111]$ bond, with atoms at $\pm\mathbf R$ and $\mathbf R=(a/8)(1,1,1)+\mathbf w$. Inversion exchanges the two atoms for any $\mathbf w$. The potential is then real and even in $\mathbf r$, so its Fourier coefficients are real and the Hamiltonian is a real symmetric matrix. With $\mathbf K=\mathbf k+\mathbf G$,
\begin{equation}
H_{\mathbf G\mathbf G'}=\tfrac12K^2\delta_{\mathbf G\mathbf G'}
+V_{\rm loc}(\mathbf G-\mathbf G')+V_{H}(\mathbf G-\mathbf G')
+V_{xc}(\mathbf G-\mathbf G')+V^{\rm nl}_{\mathbf G\mathbf G'} .
\end{equation}

The nonlocal term has projectors $p_i^l(r)Y_{lm}$ and strengths $h^l_{ij}$. The partial-wave expansion of a plane wave gives the overlap $4\pi(-i)^lY_{lm}(\hat{\mathbf K})\,p_i^l(K)/\sqrt\Omega$, where $p_i^l(K)=\int_0^\infty r^2j_l(Kr)p_i^l(r)\,dr$ and $\Omega=a^3/4$. In the product of two overlaps the phases cancel, and the sum over $m$ gives $(2l+1)P_l/(4\pi)$. Therefore
\begin{equation}
V^{\rm nl}_{\mathbf G\mathbf G'}=\frac{4\pi}{\Omega}\,2\cos[(\mathbf G-\mathbf G')\cdot\mathbf R]
\sum_l(2l+1)P_l(\hat{\mathbf K}\cdot\hat{\mathbf K}')\sum_{ij}p_i^l(K)h^l_{ij}p_j^l(K').
\end{equation}
The cosine is the sum of the phases from $+\mathbf R$ and $-\mathbf R$. The local ionic potential carries the same factor, so $\mathbf w$ enters the ionic terms through $\mathbf R$ alone.

The Brillouin-zone mesh consists of points $(2\pi/a)(j_1,j_2,j_3)/m$ with odd integers $j$ and even $m$, taken modulo reciprocal-lattice vectors. It is unchanged by axis permutations and by reversing any coordinate, as cubic symmetry requires. For $m=4$ there are 32 distinct points. Axis permutations and $\mathbf k\to-\mathbf k$ reduce them to five for a $[111]$ displacement; for a general direction, $\mathbf k\to-\mathbf k$ alone leaves 16.

The real-space grid must respect the same symmetry. With the origin at a bond centre, a twofold rotation about $x$ through an atom is accompanied by the translation $(a/4)(0,1,1)$, half a primitive lattice vector. The grid contains this translation if its number of divisions along each primitive vector is even.

\begin{verbatim}
function LEVELS(w, cutoff, mesh, v_start):
    build ionic matrices with atoms at +R(w), -R(w)
    v = v_start                  # Hartree + xc
    repeat:
        for each reduced k:
            diagonalize H(k; v); keep four lowest states
        rho = weighted density, symmetrized if allowed
        residual = v_Hxc[rho] - v
        if rms(residual) < tolerance: break
        v = Anderson_mix(v, residual)
    return fifth level at each of the four L points, v

E0, v0 = LEVELS(0, ...)
Ep, vp = LEVELS(+w n1, ..., v0)
Em, vm = LEVELS(-w n1, ..., 2*v0 - vp)
D_i(w) = (Ep_i - Em_i)/(2*w)
repeat at 2*w and combine the two slopes
repeat with larger cutoffs and denser meshes
\end{verbatim}
The start $2v_0-v_+$ follows from $v_\pm=v_0\pm wv'+O(w^2)$ and is wrong only at second order in $w$.

\section{Germanium: the linear law}

The lattice constant is rounded to $a=0.566$ nm, and $w=0.002$ nm. At 6 hartree cutoff and $m=4$, valley 1 moves by $-96.338$ meV at $+w$ and by $+97.275$ meV at $-w$. Equation~(\ref{odd}) gives
\begin{equation}
D(w)=\frac{-96.338-97.275}{2(0.002)}\ \frac{\rm meV}{\rm nm}=-48.40\ {\rm eV/nm}.
\end{equation}
Each of the other valleys moves by $+30.592$ and $-34.030$ meV, which gives a slope of $+16.16$ eV/nm and a ratio of $-0.3338$. At $2w$ the ratio is $-0.3351$. Extrapolating both slopes with equation~(\ref{rich}) gives $D=-48.43$ eV/nm and a ratio of $-0.33333$. The negative sign means that stretching the $[111]$ bond lowers the $[111]$ valley.

The even parts are half the sums of the opposite shifts: $+0.469$ meV in valley 1 and $-1.719$ meV in the others. Dividing by $w^2$ gives $q_1=117$ and $q_2=-430$ eV/nm$^2$. These values, and the one-sided ratio below, refer to the mean-potential energy zero. Measured from the bottom of the valence band at $\Gamma$ they become $470$ and $-77$ eV/nm$^2$; only the difference $q_2-q_1=-547$ eV/nm$^2$ is independent of the zero. At $2w=0.004$ nm, equation~(\ref{onesided}) predicts
\begin{equation}
-\frac13+\frac{-430+117/3}{-48.4}(0.004)=-0.301,
\end{equation}
against the computed one-sided value $-0.3025$. Most of the departure from one third is thus quadratic. The mean even shift grows by a factor of 3.99 when $w$ doubles, close to the quadratic value 4.

A displacement along $(3,-1,2)$ tests the vector law without using rotational symmetry to reduce the calculation. The computed slopes are $-29.88$, $-14.94$, $44.81$ and $-0.02$ eV/nm; equation~(\ref{law}) gives $-29.89$, $-14.94$, $44.83$ and zero.

Equation~(\ref{hf}), evaluated with central differences of $H$, gives $-76.50$ eV/nm from the ions and $+28.15$ eV/nm from the electronic response. Their sum, $-48.35$ eV/nm, is within 0.2 per cent of the extrapolated slope. In this calculation the response cancels 37 per cent of the ionic part.

\section{Convergence, cost and failure modes}

With $m=4$ and $w=0.002$ nm held fixed, $D$ changes from $-48.40$ to $-53.91$ and then to $-53.68$ eV/nm as the cutoff rises from 6 to 9 and 12 hartree. The 6-hartree magnitude is 10 per cent below the 12-hartree one, although its valley ratio is already correct. The ratio tests symmetry; it cannot certify the size of $D$.

At 6 hartree, the meshes $m=4,6,8$ give $-48.40$, $-48.44$ and $-48.47$ eV/nm. Adding the small change from $m=4$ to $m=8$ to the 12-hartree value assumes that this change depends weakly on cutoff:
\begin{equation}
D=-53.680+(-48.470+48.403)=-53.75\ {\rm eV/nm}
=-5.4\times10^8\ {\rm eV/cm}.
\label{final}
\end{equation}
This uses slopes at finite $w$. The cubic correction found at low cutoff, $-0.02$ eV/nm, is smaller than the last cutoff change of 0.23 eV/nm and is not added. With the four L points as the mesh, raising the cutoff from 12 to 18 hartree changes $D$ by only 0.01 eV/nm. That coarse mesh gives $-54.90$ eV/nm at 12 hartree, 1.2 eV/nm from the $m=4$ value, and meshes denser than $m=4$ were not run at this cutoff, so the decimals in equation~(\ref{final}) rest on the transferred mesh correction.

The number of plane waves $N_{\rm pw}$ grows as cutoff$^{3/2}$. Dense diagonalization costs $O(N_{\rm pw}^3)$, or cutoff$^{9/2}$, per $\mathbf k$ point and iteration; storage per point is $O(N_{\rm pw}^2)$. At L the matrix dimensions are 228, 392 and 610 for the three cutoffs. This favours studying the mesh and the nonlinear terms at low cutoff, provided that $D$ itself is recomputed at high cutoff.

The choice of $w$ balances two errors. If each level has a numerical error of at most $\delta$, equation~(\ref{odd}) can turn it into an error $\delta/w$, while the cubic error is $|c_1|w^2$. Setting the derivative of their sum to zero gives
\begin{equation}
2|c_1|w-\frac{\delta}{w^2}=0,\qquad w_{\rm opt}=\left(\frac{\delta}{2|c_1|}\right)^{1/3}.
\end{equation}
The low-cutoff slopes imply $|c_1|\approx0.024/(0.002)^2=6\times10^3$ eV/nm$^3$. The iterations stopped at an rms potential residual below $10^{-7}$ hartree, about $3\times10^{-6}$ eV. Taking this as an estimate of $\delta$ gives $w_{\rm opt}\approx0.0006$ nm. The larger $w$ used here is still acceptable, because its cubic error is only 0.05 per cent of $D$.

Several faults can be recognized from the output:
\begin{itemize}
\item If the valleys differ at $w=0$, the mesh, grid or density has lost cubic symmetry. Here the spread prints as 0.000 $\mu$eV.
\item If the one-sided ratio drifts linearly with $w$ but the odd-part ratio does not, even terms are responsible.
\item If the fifth level meets another level, a slope taken by band index loses its meaning. Here the neighbouring levels at L are 1.4 eV below and 3.5 eV above.
\end{itemize}

\section{From level shift to scattering rate}

The coefficient $D$ refers to the displacement of each atom. The relative displacement is $2w$, so its coefficient is $D/2=-26.9$ eV/nm. To see which one belongs in a rate, write the kinetic energy of one cell, with atomic mass $M$:
\begin{equation}
T=\tfrac12M\dot w^2+\tfrac12M\dot w^2=\tfrac12(2M)\dot w^2 .
\end{equation}
The coordinate $w$ therefore has mass $2M=\rho\Omega$, where $\rho$ is the mass density. For an oscillator of frequency $\omega$ and occupation $N$,
\begin{equation}
\langle w^2\rangle=\frac{\hbar(2N+1)}{2(2M)\omega}=\frac{\hbar(2N+1)}{4M\omega}.
\end{equation}

In a crystal of volume $V$, one phonon mode with unit polarization $\mathbf e$ has squared matrix element $D^2(\mathbf n_i\cdot\mathbf e)^2\hbar/(2\rho V\omega)$, times $N$ for absorption or $N+1$ for emission. Near the zone centre of this nonpolar crystal the three optical modes are taken as degenerate, and $\sum_{\mathbf e}(\mathbf n_i\cdot\mathbf e)^2=1$. With $D$ and $\omega$ independent of phonon wavevector, the golden rule gives
\begin{align}
W(E)&=\frac{2\pi}{\hbar}\,D^2\frac{\hbar}{2\rho\omega}
\left[Ng(E+\hbar\omega)+(N+1)g(E-\hbar\omega)\right]\nonumber\\
&=\frac{\pi D^2}{\rho\omega}
\left[Ng(E+\hbar\omega)+(N+1)g(E-\hbar\omega)\right].
\label{rate}
\end{align}
The emission term is absent for $E<\hbar\omega$. Here $g$ is the density of states of one valley and one spin. A parabolic ellipsoid contains $(2m_dE)^{3/2}/(6\pi^2\hbar^3)$ states per volume, with $m_d=(m_lm_t^2)^{1/3}$. Differentiation gives
\begin{equation}
g(E)=\frac{(2m_d)^{3/2}}{4\pi^2\hbar^3}\sqrt E .
\end{equation}

Take $E=0.10$ eV, $T=300$ K and the rough germanium values $\hbar\omega=37$ meV, $m_l=1.6m_0$ and $m_t=0.08m_0$, where $m_0$ is the free-electron mass. Then $m_d=0.217m_0$, $N=0.314$ and $\rho=5321$ kg/m$^3$. The final energies are 0.137 eV after absorption and 0.063 eV after emission. The prefactor $\pi D^2/(\rho\omega)$ is $7.79\times10^{-34}$ J\,m$^3$/s, and the bracket in equation~(\ref{rate}) is $9.60\times10^{44}$ J$^{-1}$m$^{-3}$. Their product is
\begin{equation}
W=7.5\times10^{11}\ {\rm s^{-1}}.
\end{equation}
Using $D/2$ with this same mass density would make the rate four times too small.

\section{Beside real germanium}

The magnitude of $D$ is close to the rough $5\times10^8$ eV/cm used in transport models of germanium. Such fitted values depend on the other scattering processes in the model, so this is a comparison of scale. The LDA gap of 1.4 eV below the conduction level at L is well under the real value of roughly 2 eV. The LDA also fails at $\Gamma$, where real germanium has a gap: at 9 hartree the lowest conduction level falls 0.07 eV below the threefold valence top, so filled and empty bands touch there. The meshes used for $D$ avoid $\Gamma$, and the mesh test at 6 hartree, where a gap remains, does not probe this contact. Quasiparticle corrections to $D$ and the explicit response of the $3d$ electrons are not included.

Hot electrons in devices break the parabolic-band assumption. A two-band estimate, $\alpha=(1-m_t/m_0)^2/E_g=0.61$ eV$^{-1}$ with the LDA gap $E_g$, replaces $\sqrt E$ by $\sqrt{E(1+\alpha E)}\,(1+2\alpha E)$. At 0.10 eV this raises the rate by 13 per cent. That is an overestimate, because the formula treats all directions alike, whereas the gap at L affects mainly motion transverse to the valley axis. If only the transverse motion is nonparabolic, the first-order correction to $g$ falls from $\frac52\alpha E$ to $\frac43\alpha E$, about half as large. The LDA band around L at 12 hartree has a larger transverse coefficient, about 0.75 eV$^{-1}$, and averaging it over directions gives a rate increase of about 9 per cent. A wider gap would reduce it further. A 1 per cent larger lattice constant raises $|D|$ by 2.7 per cent at the fixed 6-hartree cutoff, and hence $D^2$ by about 5 per cent. This is a rough sensitivity, since that basis is not converged.

For the one-cell oscillator above, the thermal rms amplitude along one direction is 0.0025 nm; the output calls this the amplitude per mode. For a static $[111]$ displacement of this size, the low-cutoff quadratic coefficients and the final $D$ give a quadratic shift of about 0.55 per cent of the linear one in valley 1, but about 6 per cent in the other valleys. The latter figure depends on the basis: at 12 hartree, with the four L points as the Brillouin-zone mesh, it is about 5 per cent. Both figures also depend on the energy zero: at low cutoff they become 0.8 and 10 per cent when measured from the mean of the threefold valence level at $\Gamma$, and 2.2 and 1.1 per cent when measured from the bottom of the valence band. Spin-orbit coupling is unchanged by inversion about the bond centre, whereas the conduction level at L and the valence level 1.4 eV below it have opposite parity. It therefore cannot mix these two levels, and the 4.62 per cent mixing estimate in the output, which divides a rough splitting of 0.3 eV by this gap, does not apply. Mixing with the level 3.5 eV above is allowed and is of order $(0.3/3.5)^2$, or below 1 per cent; its effect on $D$ was not calculated. The rate covers intravalley optical scattering alone, so a mobility calculation must add acoustic, intervalley and impurity processes. The numerical output follows.

\section*{Numbers as computed}
\begin{verbatim}
lattice constant: 0.566 nm
atomic displacement w: 0.002 nm
plane waves at L for 6, 9, 12 hartree: 228 392 610
valley spread at w=0: 0.000 micro-eV
low-cutoff shifts at +w, four valleys (meV): [-96.338  30.592  30.592  30.592]
low-cutoff shifts at -w, four valleys (meV): [ 97.275 -34.03  -34.03  -34.03 ]
one-sided valley ratio at +2w: -0.30250 (no unit)
odd-part ratio at w: -0.33376 (no unit)
odd-part ratio at 2w: -0.33506 (no unit)
odd-part ratio extrapolated to w=0: -0.33333 (no unit)
low-cutoff D at w: -48.403 eV/nm
low-cutoff D at 2w: -48.333 eV/nm
low-cutoff D extrapolated to w=0: -48.427 eV/nm
mean even shift, ratio 2w to w: 3.990 (no unit)
ionic part of D: -76.498 eV/nm
Hartree and xc response part of D: 28.153 eV/nm
Hellmann-Feynman sum: -48.345 eV/nm
slopes for direction (3,-1,2), computed (eV/nm): [-2.9881e+01 -1.4943e+01  4.4811e+01 -2.4000e-02]
slopes for direction (3,-1,2), vector law (eV/nm): [-29.889 -14.945  44.834   0.   ]
D at 9 hartree: -53.906 eV/nm
D at 12 hartree: -53.680 eV/nm
cutoff shift, 9 to 12 hartree: 0.226 eV/nm
valley ratios at 12 hartree: [-0.33378 -0.33378 -0.33378]
D on k mesh 6, low cutoff: -48.437 eV/nm
D on k mesh 8, low cutoff: -48.470 eV/nm
mesh shift, 6 to 8: -0.033 eV/nm
mesh correction, 4 to 8: -0.067 eV/nm
final D per atomic displacement: -53.75 eV/nm
final D per atomic displacement: -5.375e+08 eV/cm
final coefficient per relative displacement: -26.87 eV/nm
D change for 1 percent larger lattice: 2.65 percent
phonon energy, rough input: 37 meV
temperature: 300 K
electron energy: 0.10 eV
longitudinal mass, rough input: 1.60 electron masses
transverse mass, rough input: 0.08 electron masses
density-of-states mass: 0.2172 electron masses
atomic mass: 72.63 u
mass density: 5321.2 kg/m3
phonon occupation: 0.3141 (no unit)
oscillator variance, M=omega=hbar=1: 0.249998 (no unit)
thermal rms atomic amplitude per mode: 0.00252 nm
optical scattering rate: 7.474e+11 1/s
optical rate from counted states: 7.467e+11 1/s
quadratic coefficient, [111] valley: 117.1 eV/nm2
quadratic/linear shift at thermal amplitude: 0.55 percent
LDA gap below conduction level at L: 1.396 eV
LDA gap above conduction level at L: 3.512 eV
spin-orbit splitting, rough input: 0.3 eV
rough spin-orbit mixing estimate: 4.62 percent
two-band nonparabolicity: 0.606 1/eV
rate change from nonparabolicity: 12.72 percent
\end{verbatim}
